# The smallest umklapp phonon in a monovalent bcc metal

## Problem

A metal crystallizes in the body-centred cubic (bcc) structure with cubic edge $a$, and each atom gives one conduction electron. The electrons are treated as free, so the Fermi surface is a sphere of radius $k_F$. An electron absorbs a phonon of wavevector $\mathbf q$ and passes from $\mathbf k$ to

$$\mathbf k'=\mathbf k+\mathbf q+\mathbf G ,$$

where $\mathbf G$ is a reciprocal lattice vector. For emission, $\mathbf q$ is replaced by $-\mathbf q$. The phonon wavevector is taken in the first Brillouin zone, because $\mathbf q$ and $\mathbf q+\mathbf G$ describe the same motion of the atoms. The process is called normal if $\mathbf G=0$ and umklapp if $\mathbf G\neq0$.

(a) What is the smallest $|\mathbf q|$ that permits an umklapp process, as a fraction of the Debye wavevector $q_D$?

(b) For potassium, at what temperatures does this threshold matter for the electrical resistivity?

Phonon energies are far smaller than the Fermi energy, so in part (a) both $\mathbf k$ and $\mathbf k'$ are placed on the Fermi sphere. The algebra is in atomic units, $\hbar=m=1$.

The question matters because a normal process conserves the total wavevector of electrons and phonons together. If the phonons exchange wavevector with nothing but the electrons, normal processes cannot bring a common drift of both to rest. Umklapp processes can, since they hand $\mathbf G$ to the crystal as a whole.

## A first estimate by scaling

The lattice edge is the only length in the geometrical problem. Every wavevector in it is a pure number divided by $a$, so the wanted fraction cannot depend on $a$. Compressing the crystal uniformly, with its structure and electron count held fixed, leaves the fraction unchanged.

To estimate the number, replace the first Brillouin zone by a sphere of equal volume. The zone holds one $\mathbf q$ per atom, and so does the Debye sphere, by the definition of $q_D$. The substitute zone therefore has radius $q_D$. The true zone face lies halfway to the nearest reciprocal lattice point, which suggests $|\mathbf G|\approx 2q_D$.

One electron per atom, with two spins per wavevector, fills half the zone volume. Hence $k_F^3=q_D^3/2$, or $k_F=2^{-1/3}q_D$. An electron can change its wavevector by at most the diameter of the Fermi sphere,

$$2k_F=2^{2/3}q_D\approx1.587\,q_D .$$

The phonon must supply what is missing to reach the nearest $\mathbf G$:

$$q_{\min}\approx(2-1.587)\,q_D\approx0.41\,q_D .$$

This shows that a threshold should exist. Its size is a difference of two larger lengths, however, so a modest error in $|\mathbf G|$ can spoil it.

## Exact solution for the free-electron sphere

**The two spheres.** A bcc cube contains two atoms, one at the corners and one at the centre, so the density of atoms and of electrons is $n=2/a^3$. In a crystal of volume $V$ the allowed wavevectors have density $V/(2\pi)^3$. Counting two electrons per wavevector,

$$nV=2\cdot\frac{4\pi k_F^3}{3}\cdot\frac{V}{(2\pi)^3}=\frac{Vk_F^3}{3\pi^2},$$

so that

$$k_F=(3\pi^2n)^{1/3}=\frac{(6\pi^2)^{1/3}}{a}=\frac{3.898}{a}.$$

The Debye sphere holds one wavevector per atom, without the factor 2 for spin:

$$nV=\frac{4\pi q_D^3}{3}\cdot\frac{V}{(2\pi)^3}=\frac{Vq_D^3}{6\pi^2},$$

$$q_D=(6\pi^2n)^{1/3}=\frac{(12\pi^2)^{1/3}}{a}=\frac{4.911}{a}.$$

The three polarizations of each phonon wavevector do not enter, because $q_D$ counts wavevectors and not modes.

**The shortest reciprocal lattice vector.** A reciprocal lattice vector satisfies $e^{i\mathbf G\cdot\mathbf R}=1$ for every lattice translation $\mathbf R$. The translations along the cube edges require $\mathbf G=(2\pi/a)(h,k,l)$ with integers $h,k,l$. The translation to the cube centre, $\mathbf R=(a/2)(1,1,1)$, gives

$$e^{i\pi(h+k+l)}=1,$$

so $h+k+l$ must be even. This excludes $(1,0,0)$. The shortest nonzero vectors are $(1,1,0)$ and its equivalents, with

$$|\mathbf G_{110}|=\frac{2\pi\sqrt2}{a}=\frac{8.886}{a}.$$

The next are of type $(2,0,0)$, with length $4\pi/a=12.566/a$.

**A lower bound.** Let $\mathbf K=\mathbf k'-\mathbf k$ be the change of the electron's wavevector. Both ends lie on the Fermi sphere, so $|\mathbf K|\le2k_F$. Since $\mathbf q=\mathbf K-\mathbf G$, the triangle inequality gives

$$|\mathbf q|\ge|\mathbf G|-|\mathbf K|\ge|\mathbf G|-2k_F .$$

For $\mathbf G_{110}$ the right-hand side is $(8.886-7.796)/a=1.090/a$, which is positive. For the next set it is already $4.771/a$, and it grows further for longer vectors. No umklapp process can therefore use a phonon with $|\mathbf q|$ below $1.090/a$.

**The bound is reached.** Let $\hat{\mathbf G}$ be the unit vector along $\mathbf G_{110}$, and choose $\mathbf k=-k_F\hat{\mathbf G}$ and $\mathbf k'=+k_F\hat{\mathbf G}$. Then $\mathbf K=2k_F\hat{\mathbf G}$ and

$$\mathbf q=-(|\mathbf G_{110}|-2k_F)\,\hat{\mathbf G}.$$

It remains to show that this $\mathbf q$ lies in the first zone, which means that it is closer to the origin than to any other reciprocal lattice point $\mathbf G'$. Its length, $1.090/a$, is less than $|\mathbf G_{110}|/2=4.443/a$, and $|\mathbf G'|\ge|\mathbf G_{110}|$. Hence

$$|\mathbf q-\mathbf G'|\ge|\mathbf G'|-|\mathbf q|>|\mathbf q| ,$$

as required. The bound is the minimum, and

$$\boxed{\frac{q_{\min}}{q_D}=\frac{2^{3/2}\pi}{(12\pi^2)^{1/3}}-2^{2/3}=1.8094-1.5874=0.222}$$

**What the process does.** The electron crosses the whole Fermi sphere and its velocity is reversed. A normal process with a phonon of the same length changes the electron's wavevector by $q_{\min}$ alone, which is smaller than $2k_F$ by a factor of 7.15. A phonon of long wavelength can thus cause backscattering, provided that $\mathbf G$ takes part.

Umklapp is not a rare event in the geometry as a whole. Of 40000 pairs of points drawn uniformly and independently on the Fermi sphere, 24097 had a $\mathbf K$ outside the first zone and so counted as umklapp. The smallest $|\mathbf q|$ among these was $1.135/a$, slightly above the minimum, which a random draw approaches but does not hit. This count ignores how strongly each transition couples and how many phonons are present.

## Comparison of the two answers

The estimate gave 0.41 and the exact geometry gives 0.222. Both use the same $2k_F=1.587\,q_D$, so the whole difference comes from $|\mathbf G|$. The estimate took $2q_D$, and the true value is $1.809\,q_D$. The reason is geometrical: the zone is a polyhedron of the same volume as the Debye sphere. Its corners stick out beyond that sphere, so its nearest faces must lie inside it. An error of about 11 % in $|\mathbf G|$, relative to the true value, nearly doubles the small difference.

The same sensitivity appears if the electron count is changed. With $z$ free electrons per atom in the same bcc lattice, $k_F$ is multiplied by $z^{1/3}$, while $q_D$ and $\mathbf G$ stay fixed:

$$\frac{q_{\min}}{q_D}=1.809-1.587\,z^{1/3}.$$

The threshold vanishes when $2k_F=|\mathbf G_{110}|$. Cubing $(6\pi^2z)^{1/3}=\sqrt2\,\pi$ gives

$$z=\frac{2\sqrt2\,\pi^3}{6\pi^2}=\frac{\sqrt2\,\pi}{3}\approx1.48 .$$

At that filling the free-electron sphere touches the zone faces. At the other end, if $2k_F<|\mathbf G_{110}|/2$, every $\mathbf K$ fits inside the first zone and there is no umklapp at all. This happens for $z$ below $1.48/8\approx0.19$, and the formula applies between the two limits.

## From the threshold to a temperature

Consider phonons of one energy $\omega$, in thermal equilibrium, with occupation $n_B=1/(e^x-1)$ and $x=\omega/k_BT$. Let $f(E)$ be the Fermi function, and suppose that the matrix element and the density of states are constant over the narrow range of electron energies involved. Absorption needs a phonon, a filled initial state and an empty final state. Its thermal weight is

$$A=n_B\int f(E)\,[1-f(E+\omega)]\,dE .$$

Write $f=f(E)$ and $f'=f(E+\omega)$. Since $f/(1-f)$ is a Boltzmann factor, $f'(1-f)=e^{-x}f(1-f')$, and so

$$f-f'=f(1-f')-f'(1-f)=(1-e^{-x})\,f(1-f').$$

Because $1/(1-e^{-x})=n_B+1$, this gives $f(1-f')=(n_B+1)(f-f')$. The integral of $f-f'$ over energy is $\omega$, the shift between two equal steps. Therefore

$$A=\omega\,n_B(n_B+1).$$

Emission carries the factor $n_B+1$ in place of $n_B$, and its electron factor is $f'(1-f)=e^{-x}(n_B+1)(f-f')$. With $e^{-x}(n_B+1)=n_B$ its weight is again $\omega\,n_B(n_B+1)$. Emission freezes out together with absorption, because an electron must first have the energy that it gives away.

At high temperature $n_B(n_B+1)\to1/x^2$. Relative to this classical limit the weight is

$$W=x^2n_B(n_B+1)=\frac{x^2e^x}{(e^x-1)^2}.$$

It tends to 1 for $x\ll1$ and to $x^2e^{-x}$ for $x\gg1$. It is the thermal factor for one phonon energy. The resistivity also needs the couplings and a sum over all allowed $\mathbf q$.

## Potassium

Take rough low-temperature values: $a=5.2$ Å, atomic mass 39.1 u, and elastic constants $C_{11}=4.2$, $C_{12}=3.4$ and $C_{44}=2.9$ GPa. Dividing the pure numbers by $a$ gives

$$k_F=\frac{3.898}{5.2}=0.750\ \text{Å}^{-1},\qquad q_D=\frac{4.911}{5.2}=0.944\ \text{Å}^{-1},$$

$$q_{\min}=\frac{1.090}{5.2}=0.210\ \text{Å}^{-1}=2.1\ \text{nm}^{-1}.$$

The phonon wavelength is $2\pi/q_{\min}=30$ Å, and the Fermi energy $k_F^2/2$ is 2.14 eV.

**Phonon energies.** For a sound wave along the unit vector $\mathbf n$ with polarization $\mathbf e$, elasticity gives $\rho v^2e_i=\sum_jD_{ij}e_j$. In a cubic crystal $D_{ii}=C_{44}+(C_{11}-C_{44})n_i^2$, and $D_{ij}=(C_{12}+C_{44})n_in_j$ for $i\ne j$. The threshold phonon runs along $\mathbf n=(1,1,0)/\sqrt2$, where

$$D_{xx}=D_{yy}=\frac{C_{11}+C_{44}}2,\quad D_{xy}=\frac{C_{12}+C_{44}}2,\quad D_{zz}=C_{44},$$

and the other elements vanish. The polarizations $[1\bar10]$, $[001]$ and $[110]$ then have $\rho v^2$ equal to

$$\frac{C_{11}-C_{12}}2=0.4,\qquad C_{44}=2.9,\qquad\frac{C_{11}+C_{12}+2C_{44}}2=6.7\ \text{GPa}.$$

The density is two atomic masses per $a^3$, or 924 kg/m³. The speeds are about 660, 1770 and 2690 m/s. With $\omega=vq_{\min}$ the energies are 0.0009, 0.0024 and 0.0037 eV, equivalent to temperatures $\omega/k_B$ of about 11, 28 and 43 K.

An isotropic Debye model replaces the three branches by one speed, whose inverse cube is the average of $v^{-3}$ over branches and directions. Numerical integration over directions, with the same elastic constants, gives a Debye temperature of 92 K. The threshold energy is then $0.222\times92\approx20$ K.

**Freezing out.** For the slow transverse branch at 4 K, $x=10.5/4\approx2.6$ and $W\approx0.58$. The other values of $W$ follow in the same way:

| $T$ (K) | slow | fast | longitudinal | Debye |
|---|---|---|---|---|
| 2 | 0.14 | 0.00014 | $2\times10^{-7}$ | 0.004 |
| 4 | 0.58 | 0.042 | 0.0024 | 0.16 |
| 20 | 0.98 | 0.85 | 0.69 | 0.92 |
| 300 | 1.0 | 1.0 | 1.0 | 1.0 |

The threshold matters at a few kelvin. At 20 K the weights of the threshold phonons have already risen to between 0.69 and 0.98, and at room temperature the thermal factor is classical. These weights belong to the threshold phonons alone. The slow wave at $q_{\min}$ has the lowest energy of all umklapp phonons, so its column is only an upper bound: the umklapp resistivity as a whole draws on longer and more energetic phonons and lies further below its classical value, at 20 K as well as at 4 K. The single Debye value hides a large spread: at 2 K the weights of the three real branches differ by almost six powers of ten.

The table describes the shortest umklapp phonon, which is not always the one of lowest energy. With $\mathbf q$ along a $[111]$ direction, 35° away from $[110]$, umklapp needs a $q$ about 27 % above $q_{\min}$. Both transverse waves are slow enough there to have an energy of only about 24 K, below the 28 K of the fast branch at $q_{\min}$.

**Which branch couples.** The largest $W$ does not by itself identify the most effective phonon. If the ions move rigidly with their potentials, the matrix element is proportional to $\mathbf e\cdot\mathbf K$. At the threshold $\mathbf K$ is parallel to $\mathbf q$, so both transverse branches have zero coupling there. Above the threshold $\mathbf q$ may tilt. Let $\theta$ be the angle between $\mathbf q$ and $-\mathbf G$, with $G=|\mathbf G_{110}|$. From $\mathbf K=\mathbf G+\mathbf q$,

$$|\mathbf K|^2=G^2+q^2-2Gq\cos\theta\le4k_F^2,$$

$$\cos\theta\ge\frac{G^2+q^2-4k_F^2}{2Gq}.$$

At $q=q_{\min}$ we have $2k_F=G-q$, the right-hand side equals 1, and no tilt is possible. For $q$ 5 % above $q_{\min}$ the largest tilt is 17°. With this tilt taken in the cube plane that contains $[110]$ and $[1\bar10]$, the eigenvectors of $D$ give $|\mathbf e\cdot\mathbf K|/|\mathbf K|=0.11$ for the lowest branch, against 1 for the longitudinal wave at the threshold. The phonon energy rises from 10.5 to 16.5 K. The longer $q$ alone would raise it by only 5 %, to about 11 K. The rest comes from the higher sound speed in the tilted direction. Close to the threshold the slow branch thus has many thermal phonons but a weak coupling, which enters the rate squared. In this plane the coupling grows as $\mathbf q$ becomes longer and can tilt further. For a tilt towards $[001]$ the slow wave keeps its $[1\bar10]$ polarization and stays uncoupled. The coupling thus depends on the direction of the tilt, so the share of this branch in the resistivity requires the full sum over $\mathbf q$.

## How far the numbers can be trusted

Since $q_{\min}$ is a small difference, a relative change of $k_F$ along $[110]$ is multiplied by $2k_F/q_{\min}=7.15$. The Fermi surface of potassium is very nearly spherical. A bulge of 0.2 %, taken as a rough size, would lower $q_{\min}$ by 1.4 %.

Part (a) ignored the phonon energy. When a phonon of speed $v$ is absorbed, the final electron lies outside the Fermi sphere by about $vq/v_F$, where $v_F$ is the Fermi velocity. If the initial electron is on the sphere, the condition becomes $q(1+v/v_F)=G-2k_F$, which lowers $q_{\min}$ by 0.3 % for the longitudinal wave. If instead the final electron is on the sphere, $q_{\min}$ rises by the same amount. The weight $f(E)[1-f(E+\omega)]$ is symmetric between these two cases, so the phonon energy smears the threshold by a few tenths of a percent without shifting it on average. Thermal electrons also lie slightly off the sphere. If both states are $k_BT$ above the Fermi energy, $q_{\min}$ falls by 0.3 % at 20 K and by 4 % at 300 K, where the threshold has lost its importance anyway.

The linear law $\omega=vq$ bends at shorter wavelengths. If the atomic planes normal to $[110]$, a distance $d=a/\sqrt2$ apart, were coupled to their nearest neighbours alone, the energy would be multiplied by $\sin\phi/\phi$ with $\phi=q_{\min}d/2=0.385$. This lowers it by 2.5 %. All these corrections are small beside the difference between the three branches, which spreads the threshold energy over a factor of four. The slow branch also depends on the small difference $C_{11}-C_{12}$: a change of 0.1 GPa in either constant alters its energy by about 6 %.

Potassium is a good case for this model but is not a wiring metal. Copper, which is used for interconnects, is also monovalent, but it is face-centred cubic and its Fermi surface touches the zone boundary. The contacts on two opposite zone faces are joined by a reciprocal lattice vector, so umklapp needs no minimum phonon wavevector there, and the value 0.222 must not be carried over. Interconnects near room temperature also work far above the range in which the potassium threshold would matter.

Numerical values quoted here were computed with a short program.
